# Hartree-Fock cost: why the exponent is not always four

Take 16 Gaussian functions of s type, of similar widths, and place them in two ways. First put all of them on one nucleus. Every product of two functions is then an appreciable positive charge cloud, and every such cloud repels every other. There are $16\cdot17/2=136$ different products, hence $136\cdot137/2=9316$ different repulsion integrals, and none is negligible.

Now put the functions on 16 atoms so far apart that no two functions overlap appreciably. A product of two different functions is then negligible everywhere, and only the 16 squares remain. They give $16\cdot17/2=136$ repulsion integrals. The number of functions is the same, but the work is not. With $N$ functions in place of 16, the first count grows as $N^4$ and the second as $N^2$.

## The belief and its appeal

The belief is that a Hartree-Fock calculation costs $N^4$, where $N$ is the number of basis functions, so that doubling $N$ multiplies the cost by 16 whatever the reason for the doubling. It rests on a correct count. For real basis functions $\chi_i$, the Fock matrix needs the integrals

$$(ij|kl)=\iint \frac{\chi_i(\mathbf r_1)\chi_j(\mathbf r_1)\,\chi_k(\mathbf r_2)\chi_l(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1\,d^3r_2 ,$$

in Hartree atomic units. Exchanging $i$ with $j$, $k$ with $l$, or the two pairs changes nothing. There are $M=N(N+1)/2$ distinct pairs and therefore $M(M+1)/2$ distinct integrals. For large $N$, $M\approx N^2/2$ and the count tends to $N^4/8$.

What the count leaves out is size. An integral too small to affect the energy need not be computed, provided that it can be recognized beforehand.

## Recognizing a small integral

Write $(f|g)$ for the Coulomb repulsion of two real charge distributions. With $\tilde f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$, and since $1/r$ has the Fourier transform $4\pi/k^2$,

$$(f|f)=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\tilde f(\mathbf k)|^2\ \ge 0 .$$

Apply this to $f-\lambda g$ with $\lambda=(f|g)/(g|g)$:

$$0\le (f|f)-2\lambda(f|g)+\lambda^2(g|g)=(f|f)-\frac{(f|g)^2}{(g|g)} .$$

Hence $(f|g)^2\le(f|f)(g|g)$. With $f=\chi_i\chi_j$ and $g=\chi_k\chi_l$ this is the Schwarz bound,

$$|(ij|kl)|\le Q_{ij}Q_{kl},\qquad Q_{ij}=\sqrt{(ij|ij)} .$$

One number per pair thus bounds every integral. Let $K$ be the number of distinct integrals with $Q_{ij}Q_{kl}\ge\tau$; the others are discarded. Here $\tau=10^{-10}$ hartree. I assume that the pairs are sorted by $Q$, so that the program can stop at the first negligible partner of each pair. Testing every quartet separately would itself take of order $N^4$ steps.

## How far a pair reaches

Consider two normalized s Gaussians of exponent $\alpha$, centred at $\mathbf A$ and $\mathbf B$, a distance $R$ apart. With $\mathbf P$ the midpoint,

$$|\mathbf r-\mathbf A|^2+|\mathbf r-\mathbf B|^2=2|\mathbf r-\mathbf P|^2+\tfrac12R^2 .$$

Multiplying by $-\alpha$ and exponentiating shows that the product of the two functions is $e^{-\alpha R^2/2}$ times the square of one such Gaussian centred at $\mathbf P$. The self-repulsion contains this factor twice, and the square root in $Q$ removes one of them:

$$Q(R)=Q(0)\,e^{-\alpha R^2/2}.$$

The squared Gaussian is a unit charge with transform of magnitude $e^{-k^2/(8\alpha)}$. The Fourier formula, with $d^3k=4\pi k^2dk$, gives

$$Q(0)^2=\frac{2}{\pi}\int_0^\infty e^{-k^2/(4\alpha)}dk=\frac2\pi\sqrt{\pi\alpha}=2\sqrt{\frac{\alpha}{\pi}} .$$

Within this model the strongest partner a pair can have is a one-centre pair, with factor $Q(0)$. The pair is therefore useless once $Q(R)Q(0)<\tau$. Setting $Q(0)^2e^{-\alpha R^2/2}=\tau$ and taking the logarithm gives the range

$$R_c=\sqrt{\frac{2}{\alpha}\ln\frac{Q(0)^2}{\tau}} .$$

For $\alpha=0.2$ bohr$^{-2}$, $Q(0)^2=0.505$ hartree and $R_c\approx15$ bohr. Diffuse functions, with small $\alpha$, reach further.

## Enlarging the basis

The useful measure of growth is the local exponent $p=d\ln(\text{cost})/d\ln N$, estimated between two calculations as $\ln(K_2/K_1)/\ln(N_2/N_1)$ when integrals are counted.

Ethane is much smaller than 15 bohr, so most of its pairs lie within range, and additional functions on the same atoms make more pairs of the same kind. From STO-3G to cc-pVQZ, $N$ rises from 16 to 290 and $K$ from 9315 to $8.3\times10^8$. The exponents between successive bases (STO-3G, cc-pVDZ, cc-pVTZ, cc-pVQZ) are 3.93, 3.96 and 3.91. Here the belief describes the integral count well; the cubic step counted below lowers the exponent of the total cost somewhat in the smallest bases.

In the largest basis screening removes 6.6% of the integrals. The range formula suggests why: narrow functions have large $\alpha$ and do not reach the far end of even a small molecule. I have not tested that attribution separately.

## Enlarging the molecule

Now keep the basis per atom and lengthen a chain. Once the chain is longer than the pair range, inserting one more unit in its middle adds a fixed set $S$ of useful pairs, with the same $Q$ values each time, provided the unit is a true repeat of the chain. Starting from a sufficiently long chain of $n_0$ units, the chain of $n$ units has the original pairs plus $n-n_0$ copies of $S$.

The next insertion creates three kinds of kept integrals: $u$ within the new copy of $S$, $c$ between the new copy and the original pairs, and $w$ between the new copy and each earlier copy. Therefore

$$K(n+1)-K(n)=u+c+w(n-n_0).$$

Summing these increments from $n_0$ to $n-1$ gives

$$K(n)=K(n_0)+(u+c)(n-n_0)+\tfrac12w(n-n_0)(n-n_0-1),$$

a quadratic in $n$, which can be written $c_2n^2+c_1n+c_0$. Since $N$ is linear in $n$, $K$ approaches $k_2N^2$.

Straight alkane chains in STO-3G have $N=7n+2$ for $n$ carbons. Here the chain lies along a coordinate axis with its carbons in a coordinate plane. Successive CH$_2$ groups are then mirror images with equal $Q$ values, and one CH$_2$ serves as the unit. In a general orientation the $Q$ values of the p functions differ between successive groups, the unit is C$_2$H$_4$, and the counts change somewhat. The aligned chains show the change of regime:

| Carbons | $N$ | $K$ | Kept share |
|---:|---:|---:|---:|
| 5 | 37 | $2.33\times10^5$ | 94% |
| 10 | 72 | $1.73\times10^6$ | 50% |
| 20 | 142 | $8.75\times10^6$ | 17% |
| 40 | 282 | $3.89\times10^7$ | 4.9% |
| 80 | 562 | $1.64\times10^8$ | 1.3% |

For the last doubling,

$$p=\frac{\ln(163768230/38923230)}{\ln(562/282)}=\frac{1.437}{0.690}=2.08 .$$

An $N^4$ law would multiply the work by $(562/282)^4\approx15.8$; the kept count rises by a factor of 4.2. A quadratic fitted to the chains of 20, 30 and 40 carbons predicts the count for 80 to every printed digit.

The exponents for the four successive doublings are 3.01, 2.39, 2.18 and 2.08. The first is close to three, yet no diagonalization has been counted. It is a passing value on the way from four to two, so a measured exponent of three does not by itself reveal which step dominates.

In decane the discarded integrals are indeed dispensable: half of all integrals are dropped, and the RHF/STO-3G energy changes by about $3\times10^{-9}$ hartree.

## Why the integral count does not become linear

Screening removes pairs whose two members are far apart. It does not remove the repulsion between two distant pairs. Each square $\chi_i^2$ is a unit charge, and two such charges at a large distance $R$ repel with energy close to $1/R$. At the ends of the 80-carbon chain, 187 bohr apart, two carbon 1s clouds still repel with 0.0053 hartree, more than ten million times $\tau$. The squares alone therefore supply about $N^2/2$ integrals that must be kept at any molecular size considered here.

The Schwarz bound ignores the distance between pairs. It also misses how the positive and negative parts of one charge cloud can cancel in their action on another, so some kept integrals are in truth below $\tau$. In random samples, the share truly above it falls from 68% at 40 carbons to 62% at 80. The exponent estimated for the true integrals is accordingly $2.08+\ln(0.62/0.68)/0.690\approx1.95$, uncertain by a few hundredths because the shares are sampled, and slightly below that of the bound. "Near two" describes both.

## Where the cubic term enters

Each SCF cycle also diagonalizes a matrix. A dense solver can begin by making it tridiagonal with reflections $H=1-\beta vv^T$, where $\beta=2/(v^Tv)$. For a symmetric block $A$ of dimension $m$, put $q=\beta Av$. Multiplying out,

$$HAH=A-vq^T-qv^T+\beta(v^Tq)\,vv^T=A-vw^T-wv^T,$$

with $w=q-\tfrac12\beta(v^Tq)v$, which shares the last term equally between the two products. Forming $Av$ takes about $2m^2$ operations. Updating the $m^2/2$ distinct elements, at four operations each, takes another $2m^2$. Summing $4m^2$ over block sizes up to $N$ gives about $4N^3/3$. Distance does not help, because a dense algorithm also processes the zeros. Counting the operations of an actual reduction gives $1.36N^3$ at $N=96$.

Eigenvectors and basis transformations add further cubic work. I model the whole dense step as $gN^3$ with the chosen value $g=10$, and the integral work as $fK$, with $f$ operations per integral:

$$T=fK+gN^3 .$$

For a long chain $K\approx k_2N^2$. The two terms are equal when $fk_2N^2=gN^3$, that is, at

$$N^*\approx\frac{fk_2}{g}.$$

Let $s=gN^3/T$ be the diagonalization share. Differentiating $T$,

$$p=\frac{N}{T}\frac{dT}{dN}=\frac{2fk_2N^2+3gN^3}{T}=2(1-s)+3s=2+s .$$

In the approximation $K\approx k_2N^2$ the exponent is 2.5 at the crossover, and it approaches three well beyond it.

For the alkanes $k_2=c_2/49=26876/49\approx548$. If the integrals are stored, each contributes to at most six Fock elements, two Coulomb and four exchange, with one multiplication and one addition each, so $f=12$. The estimate is $N^*\approx12\times548/10\approx658$; the full quadratic for $K$ lowers it to about 630, or some 90 carbons. If each integral is recomputed at a chosen cost of $f=1000$, the crossover moves to about 55,000 functions, or 7,800 carbons. Depending on $f$, diagonalization may thus begin to dominate in a moderate molecule or only in an enormous one.

Enlarging the basis of a fixed molecule leads the other way. There the ratio of diagonalization to integral work is about $gN^3/(fN^4/8)=8g/(fN)$, which falls as $N$ grows. In ethane, even with $f=12$, it drops from 0.37 in STO-3G to 0.024 in cc-pVQZ.

## What the exponents assume

These are operation counts for conventional four-index integrals, dense linear algebra and a fixed number of SCF cycles. They are not timings. In particular, $f$ is held constant, although the cost of an integral depends on the types of function in it.

The quadratic regime also requires a molecule larger than $R_c$. A chain has to satisfy this in one direction; a compact body must do so in all three, and so needs many more atoms. Diffuse functions increase $R_c$ and delay the change again.

Within these limits, a statement about scaling must say what is being enlarged. Doubling $N$ by improving the basis of ethane, between STO-3G and cc-pVQZ, costs about 15 times as much integral work, close to the 16 of an $N^4$ law; doubling it by lengthening an already long alkane costs about four times as much integral work. For the alkane the factor for the integral work and diagonalization together is higher than four, and it approaches eight as the cubic step takes over; for ethane it is lower than the integral factor, because there the cubic step grows more slowly than the integral count. The counts, the bound and the crossovers are checked numerically by the numerical check.

## Calculated quantities

```
threshold TAU = 1e-10 hartree
C-C and C-H bond lengths = 2.9, 2.1 bohr
s Gaussian exponent = 0.2 bohr^-2, Q(0)^2 = 0.5046 hartree
pair range R_c = 14.95 bohr
ETHANE: basis, N, formal count, kept K, kept/formal, gN^3/(12K)
  sto-3g     16        9316        9315 0.9999 0.3664
  cc-pvdz    58     1464616     1464503 0.9999 0.1110
  cc-pvtz   144    54502020    53733008 0.9859 0.0463
  cc-pvqz   290   890230110   831891622 0.9345 0.0244
  exponents between successive bases: 3.927 3.962 3.913
  sampled share truly >= TAU, TZ and QZ: 0.89 0.88
  sampled exponent of true integrals, TZ to QZ: 3.9
ALKANES STO-3G: carbons, N, formal count, kept K, kept/formal
    5   37       247456     233148 0.94218
   10   72      3454506    1729080 0.50053
   20  142     51546781    8751930 0.16979
   30  212    254894331   21149980 0.08298
   40  282    796144656   38923230 0.04889
   80  562  12514173706  163768230 0.01309
  exponents 5-10, 10-20, 20-40, 40-80: 3.010 2.388 2.175 2.084
  sampled share truly >= TAU, 40 and 80 carbons: 0.68 0.62
  sampled exponent of true integrals, 40 to 80: 1.9
  end-to-end C distance = 187.07 bohr, 1s-1s repulsion = 0.005346 hartree
  K = c2 n^2 + c1 n + c0: 26876.0 -103995.0 81430.0
  K predicted for 80 carbons = 163768230
DECANE: discarded share of integrals = 0.4995
  share of all integrals truly >= TAU = 0.3986
  RHF/STO-3G energy, all integrals = -386.929603 hartree
  size of energy change from discarding = 2.9e-09 hartree
TRIDIAGONALIZATION: N, counted operations, operations/N^3
   24    20064 1.4514
   48   154192 1.3942
   96  1206960 1.3642
  exponent 48 to 96 = 2.969
CROSSOVER: k2 = K/N^2 for long chains = 548.49, g = 10
  f = 12: N* = 626, estimate f k2/g = 658, carbons = 89
  f = 1000: N* = 54818, estimate f k2/g = 54849, carbons = 7831
  f = 1000: N/N*, diagonalization share s, local exponent p
    0.1 0.091 2.097
    1.0 0.500 2.500
   10.0 0.909 2.909
```
